# Relaxation Rate of Nearest-Neighbour Dopant-Vacancy Dipoles on an fcc Cation Sublattice

## Result and assumptions

**Theorem.** Let a divalent dopant and a cation vacancy in a rock-salt crystal of monovalent ions stay on nearest-neighbour sites of the fcc cation sublattice. Let \(w_1\) be the rate at which the vacancy jumps to one given site that also neighbours the dopant, and \(w_2\) the rate at which vacancy and dopant exchange places. Without a field, the mean electric dipole obeys

\[
\frac{d\langle\mathbf p\rangle}{dt}=-\Gamma\langle\mathbf p\rangle,\qquad \Gamma=2(w_1+w_2),
\]

for any initial distribution of orientations.

The assumptions are these:

1. Jumps are thermally activated and without memory, so the orientation probabilities obey a master equation.
2. Without a field the twelve orientations have equal energy, and all jumps of one kind have the same rate.
3. The pair neither dissociates nor visits more distant sites. This is relaxed in the last part.
4. Pairs are dilute and independent.

The rate \(w_1\) counts one target site, and there are four such targets. The theorem concerns the electric dipole; other properties of the same pair generally relax at other rates, derived below, though some of these coincide with \(\Gamma\) for special ratios of \(w_1\) and \(w_2\), such as \(w_1=w_2\).

**Conventions.** Let \(a\) be the cubic lattice parameter and \(\mathbf r\) the vacancy position minus the dopant position, in units of \(a/2\). The twelve orientations are \((\pm1,\pm1,0)\) and its permutations, with \(|\mathbf r|^2=2\). Relative to the perfect crystal the dopant has charge \(+e\) and the vacancy \(-e\), so

\[
\mathbf p=-\frac{ea}{2}\,\mathbf r,\qquad p=|\mathbf p|=\frac{ea}{2}\sqrt2=\frac{ea}{\sqrt2}.
\]

This is the dipole of point charges on undisplaced lattice sites; lattice relaxation around the pair is left out.

## Two lemmas

**Lemma 1 (targets).** A vacancy at \(\mathbf r\) has four neighbouring cation sites \(\mathbf r'\) that also neighbour the dopant, and \(\sum\mathbf r'=2\mathbf r\).

*Proof.* By cubic symmetry it is enough to take \(\mathbf r=(1,1,0)\). A neighbour of the vacancy is \(\mathbf r+\mathbf d\), where \(\mathbf d\) is one of the twelve nearest-neighbour vectors. Its squared distance from the dopant is

\[
|\mathbf r+\mathbf d|^2=2+2+2\,\mathbf r\cdot\mathbf d .
\]

The product \(\mathbf r\cdot\mathbf d\) takes the values \(-2,-1,0,1,2\) for \(1,4,2,4,1\) of the vectors. The squared distances are therefore \(0,2,4,6,8\) with these multiplicities: the dopant itself, four first neighbours of the dopant, two second neighbours and five more distant sites. The four first neighbours are

\[
(1,0,1),\quad(1,0,-1),\quad(0,1,1),\quad(0,1,-1),
\]

whose sum is \((2,2,0)=2\mathbf r\). ∎

**Lemma 2 (moved charge).** In both kinds of jump, the charge displacement of the moving ion equals the change of \(\mathbf p\).

*Proof.* When the vacancy goes from \(\mathbf r\) to \(\mathbf r'\), a host ion of charge \(+e\) goes from \(\mathbf r'\) to \(\mathbf r\). It contributes

\[
e\,\frac a2(\mathbf r-\mathbf r')=\mathbf p'-\mathbf p .
\]

In an exchange, the dopant ion of charge \(+2e\) moves from the origin to \(\mathbf r\), and the vacancy arrives at the origin. The new relative vector is \(\mathbf 0-\mathbf r=-\mathbf r\). The charge displacement is \(2e(a/2)\mathbf r=ea\,\mathbf r\), while

\[
\mathbf p'-\mathbf p=\frac{ea}{2}\mathbf r+\frac{ea}{2}\mathbf r=ea\,\mathbf r .
\]

The two agree. ∎

Exchange thus reverses the dipole, and the current it produces is included when \(\mathbf p\) is followed.

## Proof of the theorem

Let \(n_{\mathbf r}\) be the probability of orientation \(\mathbf r\). The mean \(\langle\mathbf r\rangle=\sum_{\mathbf r}n_{\mathbf r}\mathbf r\) changes at a rate found by summing, over all possible jumps, the jump rate times the change of \(\mathbf r\):

\[
\frac{d\langle\mathbf r\rangle}{dt}
=\sum_{\mathbf r}n_{\mathbf r}\Big[w_1\sum_{\mathbf r'}(\mathbf r'-\mathbf r)+w_2(-\mathbf r-\mathbf r)\Big].
\]

The inner sum has four terms. By Lemma 1 it equals \(2\mathbf r-4\mathbf r=-2\mathbf r\). Hence

\[
\frac{d\langle\mathbf r\rangle}{dt}
=\sum_{\mathbf r}n_{\mathbf r}(-2w_1-2w_2)\mathbf r
=-2(w_1+w_2)\langle\mathbf r\rangle .
\]

Multiplication by \(-ea/2\) gives the theorem. ∎

**Remark (the two factors of two).** They have different origins. A reorientation turns the dipole by \(60^\circ\), since \(\mathbf r\cdot\mathbf r'/2=1/2\), and the mean of the four possible results is \(\mathbf r/2\). Each such jump therefore removes half of the dipole on average. An exchange replaces \(\mathbf r\) by \(-\mathbf r\) and so removes twice the dipole. With the total reorientation rate \(R=4w_1\),

\[
\Gamma=\tfrac12R+2w_2 .
\]

The form \(2(w_1+w_2)\) is thus tied to the per-target meaning of \(w_1\).

**Remark (limits).** If \(w_2=0\), the vacancy circles a fixed dopant and \(\Gamma=2w_1\). If \(w_1=0\), each pair flips along its own axis and \(\Gamma=2w_2\). The mean dipole still vanishes at long times, but the populations of the six axes keep their initial values.

## What relaxes at other rates

For any function \(f(\mathbf r)\), the same counting gives \(d\langle f\rangle/dt=\langle Lf\rangle\), with

\[
(Lf)(\mathbf r)=w_1\big[S f(\mathbf r)-4f(\mathbf r)\big]+w_2\big[f(-\mathbf r)-f(\mathbf r)\big],
\]

where \(Sf(\mathbf r)=\sum_{\mathbf r'}f(\mathbf r')\) runs over the four targets. If \(Sf=\sigma f\), an even function decays at the rate \((4-\sigma)w_1\), because its exchange term vanishes. An odd function decays at \((4-\sigma)w_1+2w_2\).

**Proposition.** The complete set of relaxation rates is

- \(0\), once: the constant function;
- \(2(w_1+w_2)\), three times: \(x,y,z\);
- \(4w_1\), three times: \(xy,yz,zx\);
- \(6w_1\), twice: \(x^2-y^2\) and \(2z^2-x^2-y^2\);
- \(6w_1+2w_2\), three times: \(x(y^2-z^2)\) and its cyclic permutations.

*Proof.* The constant has \(\sigma=4\), and Lemma 1 gives \(\sigma=2\) for \(x,y,z\). For the others, let \(s,t=\pm1\) and check the three types of site. Their targets are

\[
\begin{aligned}
(s,t,0)&:\ (s,0,\pm1),\ (0,t,\pm1),\\
(s,0,t)&:\ (s,\pm1,0),\ (0,\pm1,t),\\
(0,s,t)&:\ (\pm1,s,0),\ (\pm1,0,t).
\end{aligned}
\]

For \(f=xy\), the targets of the first type all have \(f=0\). Those of the second give \(s-s+0+0=0\), and those of the third likewise cancel. Thus \(\sigma=0\).

For \(f=x^2-y^2\), the values on the three types are \(0,1,-1\). The target sums are \(1+1-1-1=0\), then \(0+0-1-1=-2\), then \(0+0+1+1=2\). Thus \(\sigma=-2\). Permuting axes gives \(z^2-x^2\) and \(z^2-y^2\) the same \(\sigma\), and their sum is \(2z^2-x^2-y^2\).

For \(f=x(y^2-z^2)\), the values are \(s,-s,0\). The target sums are \(-s-s=-2s\), then \(s+s=2s\), then \(0\). Again \(\sigma=-2\), but this function is odd.

Functions of different parity or different \(\sigma\) are independent. Within each group independence follows from the values on the sites. In the last group, for example, the coefficients \(\alpha,\beta\) of the first two functions must satisfy \(\alpha-\beta=0\) at \((1,1,0)\) and \(\alpha+\beta=0\) at \((1,-1,0)\), so both vanish; the third function is not zero, so its coefficient vanishes too. The count \(1+3+3+2+3=12\) equals the number of orientations, so no rate is missing. ∎

The even quadratic functions describe how the pair axes are distributed. Exchange leaves an axis unchanged, which is why \(w_2\) is absent from their rates. If both the dipole rate \(\Gamma\) and the \(xy\)-type rate \(\Gamma_{xy}=4w_1\) are known, the two jump rates can be separated within this model:

\[
w_1=\frac{\Gamma_{xy}}4,\qquad w_2=\frac{\Gamma}{2}-\frac{\Gamma_{xy}}4 .
\]

**Corollary (return probability).** A pair with known orientation at \(t=0\) has that orientation at time \(t\) with probability

\[
P(t)=\frac{1+3e^{-\Gamma t}+3e^{-4w_1t}+2e^{-6w_1t}+3e^{-(6w_1+2w_2)t}}{12}.
\]

The sum of the return probabilities over all twelve starting orientations is the trace of the evolution matrix, hence the sum of its eigenvalues \(e^{-\text{rate}\times t}\). By symmetry the twelve probabilities are equal, which gives the factor \(1/12\). The initial slope is

\[
-\frac{6(w_1+w_2)+12w_1+12w_1+18w_1+6w_2}{12}=-(4w_1+w_2),
\]

minus the total jump rate, as it must be. The mean dipole has one exponential although the occupation of a site generally has several.

## Response to a weak field

**Theorem (Debye response).** Let the rate of each kind of jump in a field \(\mathbf E\) be a smooth function of \(u=\Delta\mathbf p\cdot\mathbf E/kT\) that satisfies detailed balance, where \(\Delta\mathbf p\) is the dipole change in the jump. To first order in the field, with the initial state within first order of the uniform distribution,

\[
\frac{d\langle\mathbf p\rangle}{dt}=-\Gamma\left(\langle\mathbf p\rangle-\frac{p^2}{3kT}\mathbf E\right).
\]

*Proof.* The energy of a pair is \(-\mathbf p\cdot\mathbf E\), so a jump lowers it by \(ukT\). Detailed balance requires \(w(u)/w(-u)=e^u\). Taking the logarithm and differentiating at \(u=0\) gives \(2w'(0)/w(0)=1\). Therefore

\[
w(u)=w(0)\left(1+\frac{\Delta\mathbf p\cdot\mathbf E}{2kT}\right)+O(E^2).
\]

The first term gives \(-\Gamma\langle\mathbf p\rangle\). The second is already of first order, so it is averaged over the uniform distribution:

\[
\mathbf D=\frac1{12}\sum_{\mathbf r}\sum_{\text{jumps}}w\,\Delta\mathbf p\,\frac{\Delta\mathbf p\cdot\mathbf E}{2kT}.
\]

By cubic symmetry, the average of \(\Delta\mathbf p(\Delta\mathbf p\cdot\mathbf E)\) over equivalent jumps is \(|\Delta\mathbf p|^2\mathbf E/3\). For a reorientation \(|\mathbf r'-\mathbf r|^2=2+2-2=2\), so \(|\Delta\mathbf p|=p\). For an exchange \(|\Delta\mathbf p|=2p\). With four reorientations and one exchange,

\[
\mathbf D=\frac{4w_1p^2+w_2(2p)^2}{6kT}\,\mathbf E
=\frac{4(w_1+w_2)p^2}{6kT}\,\mathbf E
=\Gamma\frac{p^2}{3kT}\,\mathbf E .
\]

Adding both terms completes the proof. ∎

For a field proportional to \(e^{i\omega t}\), the amplitudes satisfy \((i\omega+\Gamma)\langle\mathbf p\rangle=\Gamma p^2\mathbf E/(3kT)\). For \(N\) pairs per volume, and with the acting field taken equal to the macroscopic field, the pair contribution to the relative permittivity is

\[
\frac{\Delta\varepsilon}{1+i\omega/\Gamma},\qquad
\Delta\varepsilon=\frac{Np^2}{3\varepsilon_0kT}.
\]

With \(q=\omega/\Gamma\), the loss is \(\Delta\varepsilon\,q/(1+q^2)\). Its derivative is proportional to \(1-q^2\), so the maximum lies at \(\omega=\Gamma\) and has the height \(\Delta\varepsilon/2\). The frequency in cycles per second is \(\Gamma/2\pi\). Conduction by unpaired vacancies is not part of this response.

## Worked example

Take round model parameters: \(a=0.60\) nm, \(T=400\) K, an attempt rate of \(10^{13}\ \mathrm{s^{-1}}\), and barriers of 0.65 eV for \(w_1\) and 0.70 eV for \(w_2\). With \(kT=0.03447\) eV,

\[
\begin{aligned}
w_1&=10^{13}e^{-0.65/0.03447}\ \mathrm{s^{-1}}=6.46\times10^4\ \mathrm{s^{-1}},\\
w_2&=10^{13}e^{-0.70/0.03447}\ \mathrm{s^{-1}}=1.51\times10^4\ \mathrm{s^{-1}}.
\end{aligned}
\]

The dipole rate is

\[
\Gamma=2(6.46+1.51)\times10^4\ \mathrm{s^{-1}}=1.60\times10^5\ \mathrm{s^{-1}},
\]

with the last digit taken from the unrounded rates. The relaxation time is \(6.27\ \mu\mathrm s\), and the loss peak lies at 25.4 kHz. The total jump rate, \(4w_1+w_2=2.74\times10^5\ \mathrm{s^{-1}}\), is 1.7 times \(\Gamma\): the dipole outlives the mean stay in one orientation because a \(60^\circ\) turn preserves part of it.

The quadrupole rates are \(4w_1=2.58\times10^5\ \mathrm{s^{-1}}\) and \(6w_1=3.88\times10^5\ \mathrm{s^{-1}}\), both faster than the dipole rate here. After one dipole relaxation time the mean dipole is 0.368 of its initial value, while the starting orientation is occupied with probability 0.258. The latter tends to \(1/12\), not to zero.

For a dopant fraction of \(10^{-4}\), all paired, the four cation sites per cubic cell give

\[
N=\frac{4\times10^{-4}}{(0.60\times10^{-9}\ \mathrm m)^3}=1.85\times10^{24}\ \mathrm{m^{-3}}.
\]

With \(p=ea/\sqrt2=6.80\times10^{-29}\) C m, the dielectric strength is \(\Delta\varepsilon=0.058\), and the loss maximum is half of this, 0.029. In a field of \(10^5\) V/m, \(pE/kT=1.2\times10^{-3}\), so the linear treatment is appropriate. Full pairing is itself a condition on the binding energy \(E_b\). With a dopant fraction \(c\) and a free fraction \(\phi\), mass action gives \((1-\phi)/\phi^2=12c\,e^{E_b/kT}\). At 400 K and \(c=10^{-4}\) this leaves 31%, 8% and 2% of the vacancies free for \(E_b=0.3\), 0.4 and 0.5 eV. Below about 0.5 eV the pair density is lower than stated, and the conduction loss of the free vacancies can become comparable with the peak.

## When second-neighbour sites are visited

Now let the vacancy also occupy the six sites \(\mathbf s=(\pm2,0,0)\) and permutations. Let \(w_3\) be the rate from a first-neighbour site to one given second-neighbour site, and \(w_4\) the reverse rate. Equilibrium requires \(n_1w_3=n_2w_4\), where \(n_1,n_2\) are the probabilities per site. More distant sites remain excluded.

From \((1,1,0)\) the two outward targets are \((2,0,0)\) and \((0,2,0)\), with sum \(2\mathbf r\). From \((2,0,0)\) the four inward targets are \((1,\pm1,0)\) and \((1,0,\pm1)\), with sum \((4,0,0)=2\mathbf s\). Second-neighbour sites adjoin neither each other nor the dopant. Let \(\mathbf A\) and \(\mathbf B\) be the contributions of the two shells to \(\langle\mathbf r\rangle\), and write \(W=w_1+w_2\). Then

\[
\begin{aligned}
\dot{\mathbf A}&=-2(W+w_3)\mathbf A+2w_4\mathbf B,\\
\dot{\mathbf B}&=2w_3\mathbf A-4w_4\mathbf B .
\end{aligned}
\]

The loss terms count two exits from the first shell and four from the second. Inserting \(e^{-\lambda t}\) gives two relaxation rates, the roots of

\[
\lambda^2-\big[2(W+w_3)+4w_4\big]\lambda+4w_4(2W+w_3)=0,
\]

where the last term is \(8w_4(W+w_3)-4w_3w_4\).

**Limits.** If \(w_3=0\) and the second shell starts empty, \(\mathbf B\) stays zero and the theorem returns. If instead \(w_4\) is much larger than \(W\) and \(w_3\), \(\mathbf B\) follows \(\mathbf A\) as \(\mathbf B\approx(w_3/2w_4)\mathbf A\), and

\[
\dot{\mathbf A}\approx-(2W+w_3)\mathbf A .
\]

The second shell is then almost empty, yet brief excursions through it still add \(w_3\) to the rate. A small second-shell population is therefore not sufficient for the single law; \(w_3\ll w_1+w_2\) is needed as well. Even both conditions leave two rates of comparable weight when \(4w_4\) is close to \(2W\), because the roots then split by an amount of order \(\sqrt{w_3w_4}\). For \(w_3=0.01W\) and \(w_4=W/2\) the second shell holds 1% of the pairs, yet the rates are \(1.076\,\Gamma\) and \(0.934\,\Gamma\), with weights 0.40 and 0.60 in the sense defined next.

**Weights.** Let a weak field act long enough for the pairs to reach equilibrium in it, and then be removed. To first order, the initial distribution is the field-free equilibrium one times \(1+\mathbf p\cdot\mathbf E/kT\). The initial \(\mathbf A\) and \(\mathbf B\) are thus in the ratio of the shells' mean-square dipoles, \(12\times2\,n_1:6\times4\,n_2=w_4:w_3\). The second-shell share is \(w_3/(w_3+w_4)\). Adding the two rate equations gives \(-(\dot{\mathbf A}+\dot{\mathbf B})=2W\mathbf A+2w_4\mathbf B\), so the initial relative decay rate is

\[
\bar\lambda=\frac{2w_4(W+w_3)}{w_3+w_4}.
\]

If \(f\) is the weight of the faster rate, then \(\bar\lambda=f\lambda_{\rm f}+(1-f)\lambda_{\rm s}\), which fixes \(f=(\bar\lambda-\lambda_{\rm s})/(\lambda_{\rm f}-\lambda_{\rm s})\).

**Numbers.** Barriers of 0.80 eV for \(w_3\) and 0.70 eV for \(w_4\) give \(w_3=8.33\times10^2\ \mathrm{s^{-1}}\) and \(w_4=1.51\times10^4\ \mathrm{s^{-1}}\). The two rates are \(\lambda_{\rm f}=1.617\times10^5\ \mathrm{s^{-1}}\) and \(\lambda_{\rm s}=6.01\times10^4\ \mathrm{s^{-1}}\). The faster one exceeds \(\Gamma\) by 1.4% of \(\Gamma\). With \(\bar\lambda=1.528\times10^5\ \mathrm{s^{-1}}\),

\[
f=\frac{1.528-0.601}{1.617-0.601}=0.912 .
\]

The slow process carries 8.8% of the polarisation, more than the 5.2% share of the second shell. The two rate equations show where the difference comes from. In the fast mode the second equation gives \(B/A=2w_3/(4w_4-\lambda_{\rm f})\approx-0.0165\). The fast mode therefore holds a second-shell amplitude of \(-1.5\%\), and the slow mode must hold \(5.2\%+1.5\%=6.7\%\). The first equation supplies the rest. In the slow mode,

\[
\frac{A}{B}=\frac{2w_4}{2(W+w_3)-\lambda_{\rm s}}\approx0.30,
\]

so returning vacancies maintain a first-shell dipole of 2.0% that decays at the slow rate, and \(6.7\%\times1.30\approx8.8\%\). For these parameters \(2(w_1+w_2)\) describes the main process well, but not the whole spectrum. The weights belong to the model cut off at the second shell. If the site energies continue beyond it as a Coulomb tail with relative permittivity 6, the sites out to \(|\mathbf r|^2=24\) hold about 6% of the mean-square dipole, as much as the second shell. The 91% is therefore not an estimate for a real crystal.

The numerical output below includes the relaxation rates of both models and the weights of the two rates in the second.

## Numbers as computed

```
Lattice parameter a: 0.60 nm
Temperature: 400 K
Thermal energy kT: 0.03447 eV
Attempt rate: 1.0e+13 s^-1
Barrier for w1: 0.65 eV
Barrier for w2: 0.70 eV
Barrier for w3: 0.80 eV
Barrier for w4: 0.70 eV
Dopant fraction, all paired: 1.0e-04
Neighbours of vacancy: dopant, 1st, 2nd, 3rd, 4th shell: [1, 4, 2, 4, 1]
Rate w1: 6.4619e+04 s^-1
Rate w2: 1.5149e+04 s^-1
Rate w3: 8.3261e+02 s^-1
Rate w4: 1.5149e+04 s^-1
Total reorientation rate 4*w1: 2.5848e+05 s^-1
Total jump rate 4*w1+w2: 2.7363e+05 s^-1
Dipole relaxation rate Gamma: 1.5954e+05 s^-1
Dipole relaxation time: 6.268 microseconds
Numerical loss-peak angular frequency: 1.5954e+05 s^-1
Loss-peak frequency Gamma/(2 pi): 25.391 kHz
Quadrupole rate, xy type, 4*w1: 2.5848e+05 s^-1
Quadrupole rate, x^2-y^2 type, 6*w1: 3.8771e+05 s^-1
Odd non-dipolar rate 6*w1+2*w2: 4.1801e+05 s^-1
Dipole fraction left after one relaxation time: 0.3679
Starting-orientation probability at that time: 0.2576
Dipole moment: 6.7975e-29 C m
Pair density: 1.8519e+24 m^-3
Dielectric strength (no local field): 0.05833
Example field: 1.0e+05 V/m
pE/kT in that field: 1.231e-03
Two-shell slow rate: 6.0098e+04 s^-1
Two-shell fast rate: 1.6170e+05 s^-1
Fast-rate weight: 0.9124
Slow-rate weight: 0.0876
Second-shell share of mean-square dipole: 0.0521
Fast rate divided by Gamma: 1.0136
```
